# Diffuse functions, inverse-overlap decay and the loss of density-matrix sparsity, part 2

How far does the density matrix $P$ reach when diffuse functions are added to a basis? Atomic units are used, basis functions are normalised, and $P$ is per spin, $\rho=\sum\chi_\mu P^{\mu\nu}\chi_\nu$. The overlap $S$ has condition number $\kappa$, and $P+Q=S^{-1}\equiv G$, with $Q$ the virtual part. A rate $\gamma$ means decay as $e^{-\gamma n}$ over $n$ cells of length $d$.

For a matrix $M$ with spectrum in $[a,b]$, $\kappa=b/a$ and half-bandwidth $m$, the Demko-Moss-Smith bound is
$$|M^{-1}_{ij}|\le C_0\,q^{|i-j|/m}\quad(i\ne j),\qquad M^{-1}_{ii}\le1/a ,$$
with $q=(\sqrt\kappa-1)/(\sqrt\kappa+1)$ and $C_0=\frac{(1+\sqrt\kappa)^2}{2b}$. It rests on a degree-$k$ polynomial approximation to $1/x$ with maximal error $C_0q^{k+1}$.

A chain with one s Gaussian of exponent $\alpha$ per site has $\beta=\alpha d^2$, $t=e^{-\beta/2}$, $S_n=t^{n^2}$ and Bloch symbol $S(k)$. At large $n$, $|G_n|\approx t^n/D$, so the range above a threshold $\epsilon$ is $n_\epsilon\approx\frac2\beta\ln\frac1{\epsilon D}$, and
$$\gamma=\frac\beta2\approx\frac{\pi^2}{4\ln2\kappa}.$$

The two-function model has $H=-\frac12\partial_x^2-V_1\cos(2\pi x/d)$, a compact function $c$ (exponent $\alpha_c$) and a diffuse function $d$ (exponent $\alpha_d$, $\beta=\alpha_dd^2$) per site, and one filled band. With $\det(zS-H)=Az^2-Bz+C$, $\Delta=B^2-4AC$ and lower root $\varepsilon_1$,
$$P=\frac{\mathrm{adj}(H-\varepsilon_1S)}{\sqrt\Delta}.$$
Near $k=\pi+iy$, with $\varphi=\pi y/2\beta$,
$$\chi_d=N\,[\cos\varphi\,E-i\sin\varphi\,O],$$
where $E,O$ are the even and odd combinations of two plane waves and $N^2=S_{dd}(\pi)\propto e^{-\pi^2/2\beta}$. All else is frozen at $k=\pi$, where $E=\sigma c+\tau c_\perp$, $\sigma^2+\tau^2=1$, and $c$ is the normalised Bloch sum of $\chi_c$. Measured from $e_c=\langle c|H|c\rangle$, $c_\perp$ and $O$ have energies $D_\perp$ and $D_O$; $h=\langle c|H|c_\perp\rangle$. For $D_\perp>D_O>0$, zeros of $A$ set the rate $\gamma_S$ of $G$, and zeros of $\Delta$ set $\gamma_P$, with $|P_n|\sim n^{-1/2}e^{-\gamma_Pn}$:
$$Y_1=\frac{D_\perp D_O+2h^2-2|h|\sqrt{D_\perp D_O+h^2-D_O^2}}{D_O^2},$$
$$\gamma_S\approx\frac{2\beta}\pi\arctan\tau,\qquad\gamma_P\approx\frac{2\beta}\pi\arctan(\tau\sqrt{Y_1})>\gamma_S .$$

At $\varphi=0$ the matrix with diagonal $0,D_\perp$ and coupling $h$ has the lower eigenvector $\cos\vartheta_0\,c-\mathrm{sgn}(h)\sin\vartheta_0\,c_\perp$, with $\tan2\vartheta_0=2|h|/D_\perp$. Since $c_\perp=(\chi_d/N-\sigma c)/\tau$, the coefficient of $\chi_d$ has magnitude $\sin\vartheta_0/(N\tau)$, and
$$P_{dd}(\pi)=\frac{\sin^2\vartheta_0}{\tau^2S_{dd}(\pi)}\propto e^{\pi^2/2\beta}.$$
A small physical admixture is divided by an exponentially small norm. The covariant element $(SPS)_{cc}=\langle\chi_c|\rho|\chi_c\rangle$ contains the same $1/\sqrt\Delta$ and so the same rate, but at $k=\pi$ it equals $S_{cc}\cos^2\vartheta_0$, with no factor $1/N^2$. As $h\to0$, $\vartheta_0\to0$ and $P_{dd}(\pi)$ vanishes, but only at this one $k$. The matrix elements are even about $k=\pi$, so at $k=\pi+x$ the coupling returns at order $x^2$, and $P_{dd}$ is in general nonzero there. $P_{dd}$ vanishes altogether, whatever $\kappa$ is, only if the compact sum is already the lowest state within the basis at every $k$.

#### Size of the effect in the model

For $V_1=0.5$ hartree, $\alpha_c=0.6$ bohr$^{-2}$ and $d=5$ bohr, the numerical output lists $\tau=0.2597$, $h=-0.2381$, $D_\perp=1.8156$ and $D_O=0.5030$ hartree. Then $D_\perp D_O=0.9132$, $h^2=0.0567$, $D_O^2=0.2530$, and
$$Y_1=\frac{1.0266-0.4762\sqrt{0.7169}}{0.2530}=2.464 .$$
The angles are $\arctan0.2597=0.2541$ and $\arctan(0.2597\times1.570)=0.3871$, so $\gamma_S\approx0.162\,\beta$ and $\gamma_P\approx0.246\,\beta$. The nearest zeros of the unfrozen $A(k)$ and $\Delta(k)$ were found from winding numbers and Newton iteration, both on $\mathrm{Re}\,k=\pi$. The measured rates are slopes of the Fourier coefficients of numerically diagonalised matrices, with $n^{-1/2}$ removed for $P$.

| $\beta$ | $\gamma_S$ zero | measured | frozen | $\gamma_P$ zero | measured | frozen |
|---|---|---|---|---|---|---|
| 1.00 | 0.1713 | 0.1713 | 0.162 | 0.2626 | 0.257 | 0.246 |
| 0.75 | 0.1267 | 0.1267 | 0.121 | 0.1938 | 0.190 | 0.185 |
| 0.50 | 0.0832 | 0.0832 | 0.081 | 0.1271 | 0.125 | 0.123 |

$P$ follows the zero of $\Delta$ and decays about 1.5 times faster than $G$. Its measured slope is 2% below the zero in each case. This is the next order in $1/n$: a factor $1+c/n$ in $P_n$ changes the slope between $n_1$ and $n_2$ by about $c/(n_1n_2)$, and at $\beta=1$ doubling both distances reduces the difference from 2.0% to 0.5%. The frozen rates lie below the zeros by about 6% at $\beta=1$ and 3% at $\beta=0.5$, relative to the zeros. For $\gamma_S$ the cause is that the two leading amplitudes of $c$ also turn, by $\pi y/2\beta_c$ with $\beta_c=0.6\times25=15$, which reduces the relative angle by the fraction $\beta/15$. For $\gamma_P$ the turning of all amplitudes of $c$ accounts for just under 40% of the difference (the two leading ones alone give 57%, and the higher ones take part of this back), and the remaining 60% or so comes from the change of the kinetic energies with $k$. The one-function relation between rate and condition number fails here. At $\beta=1$, $\kappa=1375$ would give $\pi^2/(4\ln2750)=0.31$, against 0.171.

For the amplitude, $\tan2\vartheta_0=0.4762/1.8156$ gives $\vartheta_0=0.1282$ and $\sin^2\vartheta_0/\tau^2=0.2425$. At $\beta=0.5$, $P_{dd}(\pi)=0.24253/(3.667\times10^{-4})=661$, against 6.7 at $\beta=1$. At $\beta=0.5$ and twenty cells, $|P_{dd}|=4.4$ while $|(SPS)_{cc}|=8\times10^{-5}$. The ranges above $10^{-6}$ are 256 cells for $G_{dd}$, 141 for $P_{dd}$ and 61 for $(SPS)_{cc}$, with a gap of 0.71 hartree on the ring at $\beta=0.75$.

#### A hydrogen chain

Restricted Hartree-Fock was applied to 14 collinear H$_2$ molecules with bond length 1.4 bohr and period 7 bohr. This level has no correlation and no polarisation functions, and the chain is finite, so it illustrates the mechanism without testing the rate formulas. Going from 6-31G to 6-31++G (added exponent 0.036 bohr$^{-2}$) raises $\kappa$ from 48 to $2.6\times10^5$ (it reaches $4.0\times10^5$ for 80 molecules), lowers the energy by $8.6\times10^{-5}$ hartree per molecule and changes the orbital gap from 0.754 to 0.668 hartree.

The largest element of $P$ between molecules two and eight cells apart falls from $6.52\times10^{-5}$ to $2.0\times10^{-11}$ in 6-31G, a mean rate of $\ln(3.2\times10^6)/6=2.5$ per cell. With the diffuse shell it falls from $2.53\times10^{-2}$ to $3.02\times10^{-3}$, a rate of $\ln(8.4)/6=0.35$. The ratio at eight cells is about $10^8$, an order of magnitude only, because elements near $10^{-11}$ are smaller than the SCF convergence threshold guarantees. The rate drops sevenfold while the gap drops by 11%. The diffuse-basis rate is not converged in chain length: for 18 molecules the same window gives 0.25 to 0.28 per cell, depending on the starting molecule, and the eight-cell element from the centre is $5.2\times10^{-3}$, while the gap is unchanged at 0.668 hartree.

Three features deserve note. $P$ is about $10^5$ times smaller than $S^{-1}$ (282 at eight cells), so $Q$ carries almost all of the inverse, and $S^{-1}$ overstates the size of $P$. The mean rate of $S^{-1}$ over the same window is $\ln(3100/282)/6=0.40$, slightly faster than that of $P$ and opposite to the model's ordering. The model's inequality was derived for two functions per cell and does not carry over: this chain has six per cell, and for 18 molecules the reversed ordering is stronger, 0.36 for $S^{-1}$ against 0.25 for $P$. On the infinite chain $S^{-1}$ decays at 0.35 per cell over the same window, so the chain ends cause its faster fall here. The rate of $P$ on the infinite chain was not computed. Finally, $SPS$ between the tight functions changes little at two cells ($3.0$ against $2.6\times10^{-4}$) but acquires a slow tail, $1.7\times10^{-6}$ at eight cells, some 1700 times below $P$. This is the pattern of shared slow decay and unequal amplitude found in the model.

#### What to do

Estimate the range from $\alpha d^2$, with the smallest exponent and the spacing of the functions that carry it. On these chains $\beta/2$ per site is the rate for one function per site, and in the two-function model the compact function reduced it about threefold for $S^{-1}$ and twofold for $P$. These factors are not general. On the H$_2$ chain the diffuse shell alone gives 0.44 per cell, which is $\beta/2$ per site for the mean spacing of 3.5 bohr, and the tight functions lower the rate of $S^{-1}$ only to 0.35. The Demko-Moss-Smith rate proves exponential decay but is a lower limit, unsuited to choosing cutoffs. A large gap is no safeguard.

Ask whether the property needs the diffuse shell. For this chain of neutral H$_2$ molecules the gain in total energy is 2.3 meV per molecule (about 1.6 meV when both bases carry polarisation functions), which says nothing about anions, polarisabilities or excited states. Where the shell is needed, a larger exponent or a wider spacing of diffuse centres raises $\alpha d^2$. On the one-function chain only this product enters, so the two act alike when distance is counted in sites. With a compact function present the spacing also changes $\tau$ and the energies, and the two are no longer equivalent. In the model, doubling the exponent from $\beta=0.5$ to $1$ cut the range of $P_{dd}$ from 141 to 54 cells.

Removing small overlap eigenvalues by canonical orthogonalisation caps the amplitude of the inverse overlap but replaces its exponential decay by a slower, algebraic one. On the one-function chain it replaces $1/S(k)$ by zero for $|k|>k_c$. One integration by parts of $\frac1\pi\int_0^{k_c}\cos(kn)\,S(k)^{-1}dk$ leaves the boundary term $\sin(k_cn)/[\pi nS(k_c)]$, a tail falling as $1/n$ with amplitude set by the inverse threshold.

Monitor block maxima of $P$ itself against distance in a short test chain before trusting linear scaling. Neither $\kappa$ nor $S^{-1}$ gives its amplitude, which also depends on how strongly the occupied orbitals mix with the nearly dependent combinations.

## Computed results

```
1/x on [0.1,3.0]: q=0.69123 C0=6.9924 degree 9 max error=0.17411
random band m=3, size 120: q=0.6222 max |inverse|/bound=0.4579
tridiagonal s=0.45: kappa=19.00 q=0.62679 measured -G21/G20=0.62679
  prefactor G0=2.2942 bound C0=7.5573 rate ln(1/q)=0.4671 per site
tridiagonal s=0.6065 (beta=1 truncated): lowest eigenvalue=-0.2130
Gaussian chain d=5.0 bohr, threshold eps=1e-06, 301 sites
alpha=0.04 bohr^-2: beta=1.00 t=0.6065 lowest S=3.605e-02 kappa=69.5
  1/D=7.79 G0=5.29 rate=0.5000/site decay length=10.0 bohr (5.29 A)
  range measured=32 formula=31.7 sites; range of S itself=6 sites
  bound: m=4 q=0.7858 C0=17.4 rate=0.06028/site range=277 sites
alpha=0.03 bohr^-2: beta=0.75 t=0.6873 lowest S=8.036e-03 kappa=360.2
  1/D=27.05 G0=16.84 rate=0.3750/site decay length=13.3 bohr (7.06 A)
  range measured=46 formula=45.6 sites; range of S itself=7 sites
  bound: m=5 q=0.8999 C0=68.9 rate=0.02110/site range=855 sites
alpha=0.02 bohr^-2: beta=0.50 t=0.7788 lowest S=3.667e-04 kappa=9666.8
  1/D=407.71 G0=233.63 rate=0.2500/site decay length=20.0 bohr (10.58 A)
  range measured=80 formula=79.3 sites; range of S itself=8 sites
  bound: m=7 q=0.9798 C0=1389.3 rate=0.00291/site range=7238 sites
model V1=0.5 Eh, alpha_c=0.6 bohr^-2; ring of 120, alpha_d=0.03: gap=0.7102 Eh
frozen: sigma=0.9657 tau=0.2597 e_c=-0.0556 Eh h=-0.2381 Eh
  D_perp=1.8156 Eh D_O=0.5030 Eh Y1=2.4641 Y2=5.6508
  phi_S=0.2541 phi_P=0.3871 rad; gamma/beta: S 0.1617 P 0.2464
  theta=0.1282 rad, sin^2(theta)/tau^2=0.24253
beta=1.00: kappa=1.375e+03 S_dd(pi)=3.605e-02 P_dd(pi)=6.73
  gamma_S zero=0.1713 measured=0.1713 frozen=0.1617 per cell
  gamma_P zero=0.2626 measured=0.2574 (SPS 0.2568) frozen=0.2464 per cell
  n=20: |P_dd|=6.28e-03 |SPS_cc|=1.82e-05; range(cells) G 102 P 54 SPS 32
beta=0.75: kappa=6.715e+03 S_dd(pi)=8.036e-03 P_dd(pi)=30.18
  gamma_S zero=0.1267 measured=0.1267 frozen=0.1213 per cell
  gamma_P zero=0.1938 measured=0.1902 (SPS 0.1899) frozen=0.1848 per cell
  n=20: |P_dd|=8.34e-02 |SPS_cc|=4.70e-05; range(cells) G 147 P 79 SPS 42
beta=0.50: kappa=1.720e+05 S_dd(pi)=3.667e-04 P_dd(pi)=661.36
  gamma_S zero=0.0832 measured=0.0832 frozen=0.0809 per cell
  gamma_P zero=0.1271 measured=0.1249 (SPS 0.1247) frozen=0.1232 per cell
  n=20: |P_dd|=4.36e+00 |SPS_cc|=8.15e-05; range(cells) G 256 P 141 SPS 61
RHF, 14 collinear H2, bond=1.4 bohr, period=7.0 bohr; blocks from molecule 3
6-31g: functions=56 smallest exponent=0.1613 bohr^-2 kappa=4.768e+01
  E/molecule=-1.126671 Eh gap=0.7539 Eh fraction |P|>1e-5: 0.311
  max|S^-1| at 2,4,6,8 cells: 2.03e-01 4.05e-03 8.07e-05 1.61e-06
  max|P| at 2,4,6,8 cells: 6.52e-05 3.28e-07 2.59e-09 2.01e-11
  max|SPS tight| at 2,4,6,8 cells: 2.63e-04 2.36e-07 9.48e-10 7.89e-12
6-31++g: functions=84 smallest exponent=0.0360 bohr^-2 kappa=2.591e+05
  E/molecule=-1.126757 Eh gap=0.6681 Eh fraction |P|>1e-5: 0.900
  max|S^-1| at 2,4,6,8 cells: 3.10e+03 1.57e+03 7.34e+02 2.82e+02
  max|P| at 2,4,6,8 cells: 2.53e-02 1.40e-02 6.30e-03 3.02e-03
  max|SPS tight| at 2,4,6,8 cells: 2.96e-04 8.39e-06 3.96e-06 1.74e-06
energy gain per H2=8.61e-05 Eh (2.3 meV); P ratio at 8 cells=1.51e+08
```
